# The Slater–Kirkwood C6 coefficient from one excitation frequency per molecule

## Two molecules in a vapour

Two BeH₂ molecules in a dilute vapour pass each other at a distance of several ångström. Each is neutral and, being linear and symmetric, has no permanent dipole. Fluctuations of the electrons in one molecule are nevertheless correlated with those in the other, and this lowers the energy. Other forces, such as those between permanent quadrupoles, may add to this attraction or oppose it. At separation $R$ the lowering, called the dispersion energy, has the leading form $-C_6/R^6$.

One way to calculate $C_6$ from first principles is through the frequency-dependent response of both molecules, or an equivalent sum over their electronic excitations. The Slater–Kirkwood formula estimates $C_6$ from the static polarisability $\alpha$ and the number of electrons alone, by giving each molecule a single excitation frequency. In atomic units it reads

$$C_6=\frac32\,\frac{\alpha_A\alpha_B}{\sqrt{\alpha_A/N_A}+\sqrt{\alpha_B/N_B}} ,$$

where $N_A$ and $N_B$ are effective electron numbers. The formula is derived below first from perturbation theory and then from the zero-point energy of coupled oscillators.

The following assumptions hold throughout. The molecules are neutral, have closed shells and no permanent dipole, and their electron clouds do not overlap. The nuclei are fixed, so $\alpha$ is the electronic polarisability, averaged over orientation. The interaction is taken as instantaneous. Atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$) are used in the algebra, so an excitation energy and its angular frequency have the same value.

## First derivation: perturbation theory and a sum rule

**The interaction.** Put $A$ at the origin and $B$ at distance $R$ along $z$. A dipole $\boldsymbol\mu^A$ produces the potential $\boldsymbol\mu^A\cdot\mathbf r/r^3$, and a dipole $\boldsymbol\mu^B$ in a potential $\phi$ has energy $\boldsymbol\mu^B\cdot\nabla\phi$. Differentiation at $\mathbf r=R\hat{\mathbf z}$ gives

$$V=\frac{\boldsymbol\mu^A\cdot\boldsymbol\mu^B-3\mu_z^A\mu_z^B}{R^3}
=\frac1{R^3}\sum_{ij}T_{ij}\,\mu_i^A\mu_j^B,\qquad T=\mathrm{diag}(1,1,-2).$$

**Second order.** Let $m$ label the excited states of $A$, with excitation energies $\omega_m$, and $n$ those of $B$. The first-order energy of $V$ vanishes because neither molecule has a permanent dipole. For the same reason, $V$ cannot excite one molecule while the other stays in its ground state. Both must be excited, and

$$E^{(2)}=-\frac1{R^6}\sum_{mn}\frac{\left(\sum_{ij}T_{ij}\,\mu_{m,i}\,\mu_{n,j}\right)^2}{\omega_m+\omega_n},$$

where $\boldsymbol\mu_m=\langle m|\boldsymbol\mu^A|0\rangle$ can be chosen real, and likewise for $\boldsymbol\mu_n$.

Now average over independent rotations of the molecules. A vector with random direction satisfies $\overline{\mu_i\mu_k}=\delta_{ik}|\boldsymbol\mu|^2/3$. Expanding the square gives

$$\sum_{ijkl}T_{ij}T_{kl}\,\overline{\mu_{m,i}\mu_{m,k}}\;\overline{\mu_{n,j}\mu_{n,l}}
=\frac{|\boldsymbol\mu_m|^2|\boldsymbol\mu_n|^2}{9}\sum_{ij}T_{ij}^2 .$$

Since $\sum_{ij}T_{ij}^2=1+1+4=6$, comparison with $-C_6/R^6$ yields

$$C_6=\frac23\sum_{mn}\frac{|\boldsymbol\mu_m|^2|\boldsymbol\mu_n|^2}{\omega_m+\omega_n}.$$

**Oscillator strengths.** Define $f_n=\tfrac23\omega_n|\boldsymbol\mu_n|^2$, so that $|\boldsymbol\mu_n|^2=3f_n/(2\omega_n)$. The prefactor becomes $\tfrac23\cdot\tfrac94=\tfrac32$, and

$$C_6=\frac32\sum_{mn}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}. \tag{1}$$

The static polarisability involves the same strengths. A uniform field $F$ along $x$ changes the energy by $-F^2\sum_n\mu_{n,x}^2/\omega_n$ in second order. This must equal $-\tfrac12\alpha_{xx}F^2$, so $\alpha_{xx}=2\sum_n\mu_{n,x}^2/\omega_n$. Averaging over the three axes gives

$$\alpha=\frac23\sum_n\frac{|\boldsymbol\mu_n|^2}{\omega_n}=\sum_n\frac{f_n}{\omega_n^2}. \tag{2}$$

**The sum of the strengths.** A second relation comes from a double commutator. Let $Z=\sum_i z_i$ over the $N$ electrons of a molecule, and let $H=\sum_i p_i^2/2+U$, where $U$ depends on positions alone. Then $U$ commutes with $Z$, including its electron repulsion. With $P_z=\sum_i p_{i,z}$,

$$[H,Z]=-iP_z,\qquad [Z,[H,Z]]=-i[Z,P_z]=-i(iN)=N .$$

Written out, the double commutator is $2ZHZ-Z^2H-HZ^2$. Its ground-state expectation value, with a complete set of states inserted between the factors of $Z$, is

$$2\sum_n(E_n-E_0)|\langle n|Z|0\rangle|^2=N .$$

The same holds for $x$ and $y$. The sign of the electronic charge drops out of the square, so averaging over the axes gives

$$\sum_n f_n=\frac23\sum_n\omega_n|\boldsymbol\mu_n|^2=N. \tag{3}$$

**One frequency.** No spectral approximation has been made so far. The approximation is to put all the strength $N$ of a molecule at one frequency $\omega$. Equation (2) then fixes that frequency:

$$\alpha=\frac N{\omega^2},\qquad \omega=\sqrt{\frac N\alpha}. \tag{4}$$

Each sum in (1) collapses to one term. Replacing $N_A$ by $\alpha_A\omega_A^2$ and $N_B$ by $\alpha_B\omega_B^2$ gives

$$C_6=\frac32\,\frac{N_AN_B}{\omega_A\omega_B(\omega_A+\omega_B)}
=\frac32\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{5}$$

The last fraction equals $1/(\omega_A^{-1}+\omega_B^{-1})$. With $\omega^{-1}=\sqrt{\alpha/N}$ from (4),

$$C_6=\frac32\,\frac{\alpha_A\alpha_B}{\sqrt{\alpha_A/N_A}+\sqrt{\alpha_B/N_B}}. \tag{6}$$

For two like molecules this becomes

$$C_6=\frac34\alpha^2\omega=\frac34\alpha^{3/2}N^{1/2}. \tag{7}$$

At fixed $\alpha$, a 10% error in $N$ changes this $C_6$ by about 5%. At fixed $N$, a 10% error in $\alpha$ changes it by about 15%. If $\omega_B\gg\omega_A$, equation (5) tends to $\tfrac32\alpha_A\alpha_B\omega_A$: the slower molecule sets the frequency scale, while the faster one follows its fluctuations as a static polarisable body.

## Second derivation: zero-point energy of two oscillators

Now replace each molecule by a mechanical model. Its $N$ electrons move independently, each bound to the centre by an isotropic harmonic force of frequency $\omega$. An orthogonal change of coordinates separates the collective displacement

$$\mathbf Q=\frac1{\sqrt N}\sum_{i=1}^N\mathbf r_i$$

from $N-1$ other displacements that carry no dipole. The collective coordinate has unit mass and frequency $\omega$, and the dipole is $\boldsymbol\mu=-\sqrt N\,\mathbf Q$. In a static field $\mathbf F$, force balance gives $\omega^2\mathbf Q=-\sqrt N\,\mathbf F$. Hence $\boldsymbol\mu=(N/\omega^2)\mathbf F$, which is again equation (4).

The interaction couples equal Cartesian components, because $T$ is diagonal. The two minus signs in the dipoles cancel. For direction $i$ the potential energy is

$$\tfrac12\omega_A^2Q_A^2+\tfrac12\omega_B^2Q_B^2+g_iQ_AQ_B,\qquad g_i=\frac{T_{ii}\sqrt{N_AN_B}}{R^3}.$$

The squared normal frequencies $\lambda_+$ and $\lambda_-$ are the eigenvalues of

$$\begin{pmatrix}\omega_A^2&g_i\\ g_i&\omega_B^2\end{pmatrix}.$$

Their sum is the trace, $\omega_A^2+\omega_B^2$, and their product is the determinant, $\omega_A^2\omega_B^2-g_i^2$. The zero-point energy is $S_i/2$, with $S_i=\sqrt{\lambda_+}+\sqrt{\lambda_-}$, so there is no need to find the eigenvalues separately:

$$S_i^2=\lambda_++\lambda_-+2\sqrt{\lambda_+\lambda_-}
=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-g_i^2}.$$

At large $R$ the coupling is small. To order $g_i^2$ the last root is $\omega_A\omega_B-g_i^2/(2\omega_A\omega_B)$. Therefore

$$S_i^2\simeq(\omega_A+\omega_B)^2-\frac{g_i^2}{\omega_A\omega_B},\qquad
S_i\simeq\omega_A+\omega_B-\frac{g_i^2}{2\omega_A\omega_B(\omega_A+\omega_B)}.$$

Subtract the zero-point energy of the separated oscillators, take half of the difference and sum over directions. Since $\sum_i g_i^2=6N_AN_B/R^6$,

$$\Delta E=-\sum_i\frac{g_i^2}{4\omega_A\omega_B(\omega_A+\omega_B)}
=-\frac32\,\frac{N_AN_B}{\omega_A\omega_B(\omega_A+\omega_B)}\frac1{R^6}.$$

This is the first form of (5), and substitution of (4) gives (6) as before.

The coupled dipoles also set a lower limit on the distances at which the expansion can hold. The lower mode becomes unstable when $|g_i|=\omega_A\omega_B$, first along $z$, where $|T_{zz}|=2$. With $N=\alpha\omega^2$ the condition is $R^6=4\alpha_A\alpha_B$, or $R^3=2\alpha$ for like molecules. The $R^{-6}$ law requires $R^3$ to be much larger than this. That condition is necessary but not sufficient, because higher multipoles, which the dipole interaction leaves out, can still matter at such distances.

## What each derivation assumes

Both derivations use the dipole interaction, neglect overlap and keep the leading order in $R^{-3}$. They differ in the place of the approximation.

The first starts from the spectrum of a general molecule. Equations (1)–(3) hold for that spectrum, and the model enters when the strength is gathered at one frequency. This route identifies $N$ with the number of electrons and allows the error to be analysed.

The second makes the approximation at the start, by replacing the molecule with harmonically bound electrons. For that model (6) is the leading large-distance result, with no further spectral approximation. The model does not require a whole number of electrons. A single oscillator of charge $q$ and mass $M$ has $\alpha=q^2/(M\omega^2)$, so $q^2/M$ takes the place of $N$. An effective $N$ is thus a measure of dipole strength and may be fractional.

### All electrons: an upper bound

To see the effect of gathering the strength, define the response at imaginary frequency,

$$\alpha(i\omega)=\sum_n\frac{f_n}{\omega_n^2+\omega^2}.$$

For positive $a\ne b$, partial fractions give

$$\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac1{b^2-a^2}\left(\frac\pi{2a}-\frac\pi{2b}\right)=\frac{\pi}{2ab(a+b)},$$

and the case $a=b$ follows by continuity. Equation (1) is therefore equivalent to

$$C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega. \tag{8}$$

Let $y_n=\omega_n^2$ and $p_n=f_n/(\alpha y_n)$. The strengths from a ground state are non-negative, and (2) gives $\sum_np_n=1$, so the $p_n$ are weights. In these terms

$$\frac{\alpha(i\omega)}\alpha=\sum_np_n\frac{y_n}{y_n+\omega^2}.$$

The function $y/(y+\omega^2)$ has second derivative $-2\omega^2/(y+\omega^2)^3$, so it is concave in $y$. The mean of a concave function cannot exceed its value at the mean. By (3) the mean of $y_n$ is $\sum_nf_n/\alpha=N/\alpha$, the square of the single frequency. Hence

$$\alpha(i\omega)\le\frac{N}{N/\alpha+\omega^2}$$

at every $\omega$. Both factors in (8) are positive, so (6) is an upper bound on $C_6$ when it uses the true $\alpha$ and all electrons. With a smaller $N$ the proof no longer applies.

### A fitted number and unlike pairs

If $C_6$ is known for a like pair, (7) defines the number that reproduces it:

$$N^*=\frac{16C_6^2}{9\alpha^3}.$$

The bound implies $N^*\le N$. The number can then be used for unlike pairs. From (7), $\omega_A^{-1}=3\alpha_A^2/(4C_{AA})$, and likewise for $B$. Putting these into (5) gives

$$C_{AB}=\frac{2\alpha_A\alpha_B}{\alpha_A^2/C_{AA}+\alpha_B^2/C_{BB}}
=\frac{2C_{AA}C_{BB}}{(\alpha_B/\alpha_A)C_{AA}+(\alpha_A/\alpha_B)C_{BB}}. \tag{9}$$

## BeH₂ worked through

The reference values come from Hartree–Fock (HF) theory for the ground state and time-dependent Hartree–Fock (TDHF) for the excitations. The basis has 89 uncontracted Gaussian functions of s, p and d type on Be and s and p type on H, with exponents in geometric series of ratio 2.7. The bond length, 1.331 Å, minimises a cubic fitted to four HF energies. Diagonalising the TDHF equations gives the $\omega_n$ and $f_n$, and (1) and (2) then give

$$\alpha=2.836\ \text{Å}^3\ (19.14\ \text{a.u.}),\qquad C_6=66.4\ \text{eV Å}^6\ (111.1\ \text{a.u.}).$$

This reference omits electron correlation beyond TDHF and is not a measured value. Adding f functions on Be and d functions on H, or changing to the aug-cc-pVTZ basis, moves $\alpha$ and $C_6$ by about 0.1% and the first strong excitation by up to 0.03 eV, so the last digit shown depends on the basis.

For energies in eV and polarisabilities in Å³, equation (4) becomes $\hbar\omega=\sqrt{KN/\alpha}$. Here $K=E_h^2a_0^3=109.7$ eV² Å³, with $E_h$ the hartree and $a_0$ the bohr. With the four valence electrons,

$$\hbar\omega=\sqrt{\frac{109.7\times4}{2.836}}=12.44\ \text{eV},\qquad
C_6=\tfrac34(2.8364)^2(12.439)=75.1\ \text{eV Å}^6 .$$

This is 13% above the TDHF reference. With all six electrons the frequency is 15.24 eV and $C_6$ is 91.9 eV Å⁶, 38% above it. The fitted number is $N^*=3.13$, with $\hbar\omega=11.00$ eV. The first TDHF excitation with strength above 0.01 lies at 9.07 eV, so the fitted frequency represents a distribution and is not that transition.

The role of the core can be isolated by excluding excitations from the Be 1s orbital while holding the orbitals and geometry fixed. The strength sum falls from 5.997 to 4.043, but $\alpha$ falls by only 0.2% and $C_6$ by 0.8%. The core supplies almost two units of strength at frequencies so high that the factors $\omega_n^{-2}$ suppress its effect. Counting it fully in $N$ raises the single frequency too far.

Removing the core does not remove the whole discrepancy. The remaining valence strengths are still spread over frequency, and the concavity argument applies to them with their own sum. The small changes in $\alpha$ and $C_6$ give a valence-only fitted number of

$$3.13\times\frac{(0.992)^2}{(0.998)^3}\approx3.10,$$

well below 4.04. Without the core, the formula with the valence strength sum exceeds the double sum by a factor $\sqrt{4.04/3.10}\approx1.14$. In this calculation the spread of the valence spectrum therefore accounts for the whole excess at $N=4$.

### A case where a reduced number underestimates

A count that leaves out some of the electrons need not err upwards. Take a model partner with two lines: strength 4 at 12 eV and strength 6 at 25 eV. Equation (2) gives

$$\alpha=109.7\left(\frac4{12^2}+\frac6{25^2}\right)=4.10\ \text{Å}^3 .$$

The double sum (1) gives a like-pair $C_6$ of 182.5 eV Å⁶. Keeping this $\alpha$ but counting the four electrons of the lower line gives 130.5 eV Å⁶, which is 28% too low. The upper line supplies about a quarter of $\alpha$ here, so its strength cannot be left out. The fitted number is 7.82.

For the unlike pair of BeH₂ and this partner, the ratio of polarisabilities is $4.101/2.836=1.446$, and (9) gives

$$C_{AB}=\frac{2(66.39)(182.5)}{1.446(66.39)+182.5/1.446}\approx109.1\ \text{eV Å}^6 .$$

The full double sum also gives 109.1 eV Å⁶; the rule is lower by 0.03%. The fitted frequencies work well for this pair, but one pair does not establish an accuracy for others.

### Size of the neglected effects

Take $R=7$ Å and a temperature of 400 K as round, illustrative values. The ordinary solid does not give an appreciable vapour of single molecules at this temperature, so the numbers serve only to compare the sizes of the effects. The TDHF dispersion energy $-C_6/R^6$ is $-0.56$ meV, and the $N=4$ estimate is $-0.64$ meV. Both are small beside $k_BT\approx34$ meV. The oscillator instability lies at $(2\times2.836)^{1/3}\approx1.8$ Å, far inside this distance.

At 7 Å the next dispersion term, $-C_8/R^8$, is a larger correction than the choice of $N=4$. After averaging over orientation, it arises when one molecule responds through its quadrupole and the other through its dipole. Evaluated from the same TDHF states, this average adds about 35% to the $C_6$ term at that distance. This is a rough size, since the basis has no f functions on Be and no d functions on H; bases that include them give 37–38%.

Orientation matters less for $C_6$ itself: the coefficient is 4.8% above its mean for collinear molecules and 2.2% below it for parallel molecules side by side. These figures rest on the small anisotropy of $\alpha$ and become 5.1% and 2.4% in the aug-cc-pVTZ basis. Correlation enters partly through $\alpha$. Second-order Møller–Plesset theory, with the energy evaluated in a small static field, gives 2.886 Å³. At fixed $N$ this raises $C_6$ by 2.6%. That is only a lowest-order estimate: higher orders of correlation raise $\alpha$ by a comparable further amount (in the aug-cc-pVDZ basis the change of $C_6$ at fixed $N$ goes from 3% at second order to 6% with coupled-cluster theory), and the effect of correlation on the shape of the spectrum is not included.

The permanent quadrupoles can outweigh dispersion at fixed orientation. On its axis, a linear molecule of quadrupole moment $\Theta$ has the potential $\Theta/z^3$, and a second such molecule has energy $\tfrac12\Theta\,\phi''$, with the derivative taken along its own axis. For collinear molecules $\phi''=12\Theta/R^5$, so the energy is $6\Theta^2/R^5$. For a T-shaped pair, Laplace's equation and axial symmetry give $\phi''=-6\Theta/R^5$, so the energy is $-3\Theta^2/R^5$. The HF moment, $-1.18\,e$ Å², gives $+7.2$ meV and $-3.6$ meV at 7 Å. The unweighted average over orientations is zero. Boltzmann weighting of classical rotors at 400 K leaves a free energy of $-0.058$ meV, about a tenth of the $C_6$ energy. The quadrupole of each molecule also polarises the other. For a collinear pair the field is $3\Theta/R^4$, and the two induced dipoles give $-9\alpha_\parallel\Theta^2/R^8\approx-0.09$ meV with $\alpha_\parallel=2.91$ Å³ along the axis. The full HF relaxation of the pair, in the aug-cc-pVDZ basis, is roughly $-0.2$ meV for the collinear and $-0.08$ meV for the T-shaped arrangement.

Retardation becomes important when $R$ is comparable with $c/\omega$, which is 179 Å for the fitted frequency.

The assumption that the electron clouds do not overlap leaves out exchange repulsion. At 7 Å the facing hydrogen atoms of a collinear pair are only about 4.3 Å apart, and this repulsion is then not negligible beside the dispersion energy: the first-order exchange energy of the HF monomers in the aug-cc-pVDZ basis is about $+0.2$ meV, against about $+0.01$ meV for a T-shaped pair. The same assumption also excludes chemical association. BeH₂ molecules can join through bridging hydrogen atoms, and the ordinary material is a solid and not a gas of separate molecules. The present $C_6$ describes the long-range approach of two isolated molecules. It gives neither the energy of the bridged product nor the volatility of the solid.
